# Defect-assisted generation and dark current in a depleted semiconductor layer: verification in Python

```python
"""Defect-assisted generation in a depleted semiconductor.

Result under test, for equal capture lifetimes tau and no free carriers:
    G = ni / (2 tau cosh((Et - Ei)/kT)),  largest at Et = Ei.
G: net electron-hole pairs generated per volume and time
ni, Ei: intrinsic carrier density and intrinsic Fermi level
Et: effective defect level (equilibrium occupation one half at EF = Et)
tau = 1/(c Nt): c capture coefficient, Nt defect density
Energies in eV from the valence-band top, lengths in angstrom, times in s.
The numerical side uses band quadrature, detailed balance and time
evolution of the defect's two-state master equation.
"""
from functools import lru_cache
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar

HBAR2_OVER_ME = const.hbar**2 / const.m_e / const.e * 1e20  # eV angstrom^2
GAP, KT = 1.0, 0.025
MASS_C, MASS_V = 0.3, 0.6
TRAPS = 1e-10       # angstrom^-3
CAPTURE = 1e16      # angstrom^3 / s
WIDTH = 1e4         # angstrom
SPEED = 1e15        # angstrom / s
TAU = 1 / (CAPTURE * TRAPS)


@lru_cache(maxsize=None)
def band_density(mass, distance):
    """Fermi-Dirac carrier density, band edge 'distance' from EF."""
    prefactor = (2 * mass * KT / HBAR2_OVER_ME)**1.5 / (2 * np.pi**2)
    integral = quad(lambda y: 2 * y**2 / (np.exp(y**2 + distance / KT) + 1),
                    0, 8, epsabs=0, epsrel=1e-10)[0]
    return prefactor * integral


def emission_rates(level, fermi=0.45, cn=CAPTURE, cp=CAPTURE, g=1.0):
    """Detailed balance with each band; g = empty/filled degeneracy."""
    empty_over_filled = g * np.exp((level - fermi) / KT)
    return (cn * band_density(MASS_C, GAP - fermi) * empty_over_filled,
            cp * band_density(MASS_V, fermi) / empty_over_filled)


def steady_state(level, n=0.0, p=0.0, cn=CAPTURE, cp=CAPTURE, g=1.0):
    """Evolve the defect to its steady state; return (G, occupation)."""
    en, ep = emission_rates(level, cn=cn, cp=cp, g=g)
    emptying, filling = en + cp * p, ep + cn * n
    matrix = np.array([[-emptying, filling], [emptying, -filling]])
    filled, empty = expm(matrix * 40 / (emptying + filling)) @ [0.5, 0.5]
    electrons = TRAPS * (en * filled - cn * n * empty)
    holes = TRAPS * (ep * empty - cp * p * filled)
    one_way = TRAPS * (en * filled + ep * empty)
    assert abs(electrons - holes) < 1e-5 * one_way
    return electrons, filled


def peak_level(**options):
    """Defect energy of largest generation, found numerically."""
    found = minimize_scalar(
        lambda level: -np.log(steady_state(level, **options)[0]),
        bounds=(0.35, 0.70), method="bounded", options={"xatol": 1e-8})
    return found.x


def close(a, b, tolerance=1e-5):
    return abs(a - b) <= tolerance * abs(b)


# Intrinsic level and density from neutrality, against the closed forms
Ei = brentq(lambda ef: np.log(band_density(MASS_C, GAP - ef)
                              / band_density(MASS_V, ef)), 0.3, 0.7,
            xtol=1e-13)
ni = band_density(MASS_C, GAP - Ei)
Nc, Nv = [2 * (m * KT / (2 * np.pi * HBAR2_OVER_ME))**1.5
          for m in (MASS_C, MASS_V)]
assert abs(Ei - (GAP / 2 + 0.75 * KT * np.log(MASS_V / MASS_C))) < 1e-7
assert close(ni, np.sqrt(Nc * Nv) * np.exp(-GAP / (2 * KT)), 1e-6)

# Emission rates do not depend on the Fermi level used to find them
for fermi in (0.35, 0.5, 0.65):
    for offset in (-0.1, 0.0, 0.15):
        en, ep = emission_rates(Ei + offset, fermi=fermi)
        assert close(en, CAPTURE * ni * np.exp(offset / KT))
        assert close(ep, CAPTURE * ni * np.exp(-offset / KT))

# Full rate with free carriers and unequal capture; zero in equilibrium
for offset in (-0.08, 0.0, 0.06):
    for a, b in ((0.0, 0.0), (0.3, 0.2), (0.01, 5.0), (3.0, 2.0)):
        cn, cp = 0.2 * CAPTURE, 3 * CAPTURE
        rate = steady_state(Ei + offset, a * ni, b * ni, cn, cp)[0]
        x = offset / KT
        law = ni * (1 - a * b) / ((a + np.exp(x)) / (cp * TRAPS)
                                  + (b + np.exp(-x)) / (cn * TRAPS))
        assert close(rate, law)
    balance = steady_state(Ei + offset, 2 * ni, ni / 2)[0]
    assert abs(balance) < 1e-6 * ni / TAU

# Depleted region, equal lifetimes: the cosh law and the occupation
for offset in np.linspace(-0.2, 0.2, 17):
    rate, filled = steady_state(Ei + offset)
    assert close(rate, ni / (2 * TAU * np.cosh(offset / KT)))
    assert close(filled, 1 / (1 + np.exp(2 * offset / KT)))
far_rate = steady_state(Ei + 0.2)[0]
assert close(far_rate, ni / TAU * np.exp(-0.2 / KT))

# Position, height and width of the maximum
peak = peak_level()
G_peak = steady_state(peak)[0]
assert abs(peak - Ei) < 1e-5
assert close(G_peak, ni / (2 * TAU))
half = [brentq(lambda d: np.log(2 * steady_state(Ei + s * d)[0] / G_peak),
               0, 0.1) for s in (-1, 1)]
full_width = sum(half)
assert close(full_width, 2 * KT * np.arccosh(2))

# Residual carriers leave the peak in place but lower the rate
peak_carriers = peak_level(n=0.3 * ni, p=0.2 * ni)
assert abs(peak_carriers - Ei) < 1e-5
residual_ratio = steady_state(Ei, 0.01 * ni, 0.01 * ni)[0] / G_peak
assert close(residual_ratio, (1 - 1e-4) / 1.01)

# Unequal lifetimes and defect degeneracy move the peak
lifetime_ratio = 100.0  # tau_n / tau_p, with tau_p = TAU
slow = CAPTURE / lifetime_ratio
peak_unequal = peak_level(cn=slow)
G_unequal = steady_state(peak_unequal, cn=slow)[0]
assert abs(peak_unequal - Ei - KT / 2 * np.log(lifetime_ratio)) < 1e-5
assert close(G_unequal, ni / (2 * TAU * np.sqrt(lifetime_ratio)))
peak_spin = peak_level(g=0.5)
assert abs(peak_spin - Ei + KT * np.log(0.5)) < 1e-5

# Dark current: drift continuity solved with the carriers it produces
grid = np.linspace(0, WIDTH, 41)
n_drift, p_drift = np.zeros(41), np.zeros(41)
for _ in range(4):
    local = np.array([steady_state(Ei, n, p)[0]
                      for n, p in zip(n_drift, p_drift)])
    flow = cumulative_trapezoid(local, grid, initial=0)
    n_drift, p_drift = flow / SPEED, (flow[-1] - flow) / SPEED
current = SPEED * (n_drift + p_drift)
J = current[20]
assert np.allclose(current, G_peak * WIDTH, rtol=1e-5, atol=0)
swept_ratio = (n_drift[20] + p_drift[20]) / (2 * ni)
assert close(swept_ratio, WIDTH / (4 * TAU * SPEED), 1e-4)

print(f"Band gap: {GAP:.3f} eV")
print(f"Thermal energy kT: {KT:.3f} eV")
print(f"Electron, hole effective mass: {MASS_C}, {MASS_V} m_e")
print(f"Defect density Nt: {TRAPS:.1e} angstrom^-3")
print(f"Capture coefficient c: {CAPTURE:.1e} angstrom^3/s")
print(f"Capture lifetime tau: {TAU:.3e} s")
print(f"Band densities Nc, Nv: {Nc:.4e}, {Nv:.4e} angstrom^-3")
print(f"Intrinsic density ni: {ni:.4e} angstrom^-3")
print(f"Intrinsic level Ei above valence top: {Ei:.5f} eV")
print(f"Ei minus midgap: {Ei - GAP / 2:.5f} eV")
print("Et-Ei (eV) | e_n (1/s) | e_p (1/s) | occupation |"
      " G (angstrom^-3 s^-1) | G/Gmax")
for offset in (-0.2, -0.1, -0.05, 0.0, 0.05, 0.1, 0.2):
    en, ep = emission_rates(Ei + offset)
    rate, filled = steady_state(Ei + offset)
    print(f"{offset:+.2f} | {en:.4e} | {ep:.4e} | {filled:.4e} |"
          f" {rate:.4e} | {rate / G_peak:.4e}")
print(f"Numerical peak level: {peak:.5f} eV")
print(f"Maximum G: {G_peak:.4e} angstrom^-3 s^-1")
print(f"Maximum G converted: {G_peak * 1e24:.4e} cm^-3 s^-1")
print(f"Full width at half maximum: {full_width:.5f} eV")
print(f"G/Gmax at Et=Ei with n=p=0.01 ni: {residual_ratio:.5f}")
print(f"Peak level with n=0.3 ni, p=0.2 ni: {peak_carriers:.5f} eV")
print(f"Unequal lifetimes, tau_n/tau_p: {lifetime_ratio:.0f}")
print(f"  peak shift from Ei: {peak_unequal - Ei:.5f} eV")
print(f"  peak G: {G_unequal:.4e} angstrom^-3 s^-1")
print(f"Bare-level peak shift for g=1/2: {peak_spin - Ei:.5f} eV")
print(f"Depleted width W: {WIDTH:.1e} angstrom")
print(f"Drift speed v: {SPEED:.1e} angstrom/s")
print(f"Swept carriers (n+p)/(2 ni): {swept_ratio:.3e}")
print(f"Dark current density at Et=Ei: {J:.4e} e angstrom^-2 s^-1")
print(f"Dark current converted: {J * 1e16 * const.e:.4e} A/cm^2")
print("all tests passed")
```

Running it gives:

```
Band gap: 1.000 eV
Thermal energy kT: 0.025 eV
Electron, hole effective mass: 0.3, 0.6 m_e
Defect density Nt: 1.0e-10 angstrom^-3
Capture coefficient c: 1.0e+16 angstrom^3/s
Capture lifetime tau: 1.000e-06 s
Band densities Nc, Nv: 3.9212e-06, 1.1091e-05 angstrom^-3
Intrinsic density ni: 1.3593e-14 angstrom^-3
Intrinsic level Ei above valence top: 0.51300 eV
Ei minus midgap: 0.01300 eV
Et-Ei (eV) | e_n (1/s) | e_p (1/s) | occupation | G (angstrom^-3 s^-1) | G/Gmax
-0.20 | 4.5598e-02 | 4.0519e+05 | 1.0000e+00 | 4.5598e-12 | 6.7093e-04
-0.10 | 2.4896e+00 | 7.4214e+03 | 9.9966e-01 | 2.4888e-10 | 3.6619e-02
-0.05 | 1.8396e+01 | 1.0044e+03 | 9.8201e-01 | 1.8065e-09 | 2.6580e-01
+0.00 | 1.3593e+02 | 1.3593e+02 | 5.0000e-01 | 6.7963e-09 | 1.0000e+00
+0.05 | 1.0044e+03 | 1.8396e+01 | 1.7986e-02 | 1.8065e-09 | 2.6580e-01
+0.10 | 7.4214e+03 | 2.4896e+00 | 3.3535e-04 | 2.4888e-10 | 3.6619e-02
+0.20 | 4.0519e+05 | 4.5598e-02 | 1.1254e-07 | 4.5598e-12 | 6.7093e-04
Numerical peak level: 0.51300 eV
Maximum G: 6.7963e-09 angstrom^-3 s^-1
Maximum G converted: 6.7963e+15 cm^-3 s^-1
Full width at half maximum: 0.06585 eV
G/Gmax at Et=Ei with n=p=0.01 ni: 0.99000
Peak level with n=0.3 ni, p=0.2 ni: 0.51300 eV
Unequal lifetimes, tau_n/tau_p: 100
  peak shift from Ei: 0.05756 eV
  peak G: 6.7963e-10 angstrom^-3 s^-1
Bare-level peak shift for g=1/2: 0.01733 eV
Depleted width W: 1.0e+04 angstrom
Drift speed v: 1.0e+15 angstrom/s
Swept carriers (n+p)/(2 ni): 2.500e-06
Dark current density at Et=Ei: 6.7963e-05 e angstrom^-2 s^-1
Dark current converted: 1.0889e-07 A/cm^2
all tests passed
```
